# Fermion pairs created by a sudden change of mass

**Setting.** A free Dirac field has the same mass everywhere in space. The mass is $m_1$ for $t<0$ and $m_2$ for $t>0$, and some external agent makes the change. Before the change the field is in its vacuum state. Take $\hbar=c=1$ and a periodic box of volume $V$, and write

$$\psi(\mathbf x,t)=\frac1{\sqrt V}\sum_{\mathbf p}e^{i\mathbf p\cdot\mathbf x}\psi_{\mathbf p}(t),\qquad \{\psi_{\mathbf p,a},\psi^\dagger_{\mathbf q,b}\}=\delta_{\mathbf p\mathbf q}\delta_{ab}.$$

Each component obeys $i\partial_t\psi_{\mathbf p}=h\,\psi_{\mathbf p}$ with $h=\boldsymbol\alpha\cdot\mathbf p+\beta m(t)$. In the Dirac representation

$$\boldsymbol\alpha\cdot\mathbf p=\begin{pmatrix}0&\boldsymbol\sigma\cdot\mathbf p\\ \boldsymbol\sigma\cdot\mathbf p&0\end{pmatrix},\qquad \beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.$$

Let $p=|\mathbf p|>0$ and $E_j=\sqrt{p^2+m_j^2}$. A mode is a momentum $\mathbf p$ together with a helicity $s=\pm1$. Both masses are positive until part (g).

## (a) Matching and spinors

**Question.** Show that $\psi_{\mathbf p}$ is continuous at $t=0$. Reduce $h$ to a $2\times2$ matrix for each helicity and find its normalized eigenvectors in terms of the angle $\theta=\arctan(p/m)$.

**Answer.** Integrating the equation of motion from $-\epsilon$ to $\epsilon$ gives

$$\psi_{\mathbf p}(\epsilon)-\psi_{\mathbf p}(-\epsilon)=-i\int_{-\epsilon}^{\epsilon}h(t)\,\psi_{\mathbf p}(t)\,dt .$$

At fixed $\mathbf p$ the matrix $h$ jumps but stays finite, and the fermion operators are bounded. The right side therefore vanishes as $\epsilon\to0$, and $\psi_{\mathbf p}$ is continuous.

Let $\chi_s$ be the normalized two-spinor with $\boldsymbol\sigma\cdot\hat{\mathbf p}\,\chi_s=s\chi_s$. Every block of $h$ is a multiple of the unit matrix or of $\boldsymbol\sigma\cdot\mathbf p$, so $h$ does not mix $\chi_+$ with $\chi_-$. On spinors of the form $(a\chi_s,b\chi_s)$ it acts on the pair $(a,b)$ as

$$h_s=\begin{pmatrix}m&sp\\sp&-m\end{pmatrix}
=E\begin{pmatrix}\cos\theta&s\sin\theta\\s\sin\theta&-\cos\theta\end{pmatrix},$$

where $\cos\theta=m/E$ and $\sin\theta=p/E$. The eigenvectors are

$$w_+=\begin{pmatrix}\cos(\theta/2)\\s\sin(\theta/2)\end{pmatrix},\qquad
w_-=\begin{pmatrix}-s\sin(\theta/2)\\\cos(\theta/2)\end{pmatrix}.$$

To verify the first, use $s^2=1$. The upper component of $h_sw_+/E$ is $\cos\theta\cos(\theta/2)+\sin\theta\sin(\theta/2)=\cos(\theta/2)$. The lower one is $s[\sin\theta\cos(\theta/2)-\cos\theta\sin(\theta/2)]=s\sin(\theta/2)$. Hence $h_sw_+=Ew_+$. The vector $w_-$ is normalized and orthogonal to $w_+$. Since $h_s$ is Hermitian with zero trace, $w_-$ is the eigenvector with energy $-E$.

The spinor $\chi_s$ does not depend on the mass. The jump turns the pair $(w_+,w_-)$ in a plane and leaves momentum and helicity alone.

## (b) Bogoliubov coefficients

**Question.** Expand the field in particle and antiparticle operators on each side of the jump. State the momentum and helicity of the antiparticle. Find the new operators in terms of the old ones and check their anticommutators.

**Answer.** Primes denote quantities for mass $m_2$. At $t=0$ the two expansions are

$$\psi_{\mathbf p}=\sum_s\left(b\,w_++d^\dagger w_-\right)\chi_s=\sum_s\left(b'\,w'_++d'^\dagger w'_-\right)\chi_s ,$$

with the labels of the operators suppressed. For $t<0$ the old operators carry the phases $b\,e^{-iE_1t}$ and $d^\dagger e^{iE_1t}$. For $t>0$ the new ones carry the same phases with $E_2$.

The operator $b$ removes a particle with momentum $\mathbf p$ and helicity $s$. The operator $d^\dagger$ removes a negative-energy state with momentum $\mathbf p$ and spin $s/2$ along $\hat{\mathbf p}$. It therefore changes the total momentum by $-\mathbf p$ and the spin along $\hat{\mathbf p}$ by $-s/2$. The antiparticle it creates moves along $-\hat{\mathbf p}$, and along its own direction its spin is $+s/2$. So $d$ belongs to momentum $-\mathbf p$ and helicity $s$. A pair made by $b^\dagger d^\dagger$ has zero total momentum and zero spin along $\hat{\mathbf p}$, as a spatially uniform change requires.

Let $\Delta=\theta_2-\theta_1$. Projecting on the new spinors needs four overlaps:

$$w_+'^\dagger w_+=\cos\tfrac{\theta_2}2\cos\tfrac{\theta_1}2+\sin\tfrac{\theta_2}2\sin\tfrac{\theta_1}2=\cos\tfrac\Delta2,$$

$$w_+'^\dagger w_-=s\left(\sin\tfrac{\theta_2}2\cos\tfrac{\theta_1}2-\cos\tfrac{\theta_2}2\sin\tfrac{\theta_1}2\right)=s\sin\tfrac\Delta2,$$

$$w_-'^\dagger w_+=s\left(\cos\tfrac{\theta_2}2\sin\tfrac{\theta_1}2-\sin\tfrac{\theta_2}2\cos\tfrac{\theta_1}2\right)=-s\sin\tfrac\Delta2,$$

$$w_-'^\dagger w_-=\sin\tfrac{\theta_2}2\sin\tfrac{\theta_1}2+\cos\tfrac{\theta_2}2\cos\tfrac{\theta_1}2=\cos\tfrac\Delta2 .$$

Write $C=\cos(\Delta/2)$ and $S=\sin(\Delta/2)$. The projections give $b'=Cb+sS\,d^\dagger$ and $d'^\dagger=C\,d^\dagger-sS\,b$. Taking the adjoint of the second,

$$b'=C\,b+sS\,d^\dagger,\qquad d'=C\,d-sS\,b^\dagger .$$

The coefficients are real because of the phases chosen for the spinors. Other phases would change the arguments of the coefficients and not their moduli.

The anticommutators are preserved:

$$\{b',b'^\dagger\}=C^2\{b,b^\dagger\}+S^2\{d^\dagger,d\}=1,$$

$$\{b',d'\}=-sCS\{b,b^\dagger\}+sCS\{d^\dagger,d\}=0 .$$

In the same way $\{d',d'^\dagger\}=C^2+S^2=1$, and $\{b',d'^\dagger\}$ contains no non-vanishing elementary anticommutator. The opposite signs of the two mixing terms are what makes $\{b',d'\}$ vanish.

## (c) Pair number and the final state

**Question.** Show that the mean number of pairs per mode is $\sin^2(\Delta/2)$. Express the old vacuum through the new operators, and find the mean energy above the new vacuum. What changes if the mode already holds one particle?

**Answer.** The old vacuum satisfies $b|0\rangle=d|0\rangle=0$. Hence $b'|0\rangle=sS\,d^\dagger|0\rangle$ and $d'|0\rangle=-sS\,b^\dagger|0\rangle$. The squared norms of these vectors are the mean numbers:

$$n=\langle b'^\dagger b'\rangle=\langle d'^\dagger d'\rangle=S^2=\sin^2\frac{\Delta}{2},\qquad \Delta=\arctan\frac p{m_2}-\arctan\frac p{m_1}.$$

After the jump the operators acquire phases, which cancel in $b'^\dagger b'$, so $n$ stays constant.

For the state itself, invert the transformation: $b=C\,b'-sS\,d'^\dagger$ and $d=C\,d'+sS\,b'^\dagger$. Try, for one mode, $|0\rangle=(C+c\,b'^\dagger d'^\dagger)|0'\rangle$. Then

$$b|0\rangle=(Cc-sSC)\,d'^\dagger|0'\rangle,\qquad d|0\rangle=(-Cc+sSC)\,b'^\dagger|0'\rangle .$$

The minus sign in the second expression comes from moving $d'$ past $b'^\dagger$. Terms with a repeated creation operator are zero. Both vectors vanish for $c=sS$. For all modes below a finite momentum cutoff together, up to a phase,

$$|0\rangle=\prod_{\mathbf p,s}\left(C+sS\,b'^\dagger d'^\dagger\right)|0'\rangle .$$

The cutoff is needed because the sum of $n$ over all modes diverges, as part (f) shows, and the product of the factors $C$ would then be zero.

A mode thus holds no pair with probability $1-n$ and one pair with probability $n$. The mean number is also a probability, and the Pauli principle excludes a second pair in the same mode.

The Hamiltonian of one mode after the jump is

$$E_2b'^\dagger b'-E_2d'd'^\dagger=E_2\left(b'^\dagger b'+d'^\dagger d'-1\right).$$

The mean energy above the new vacuum is therefore $2E_2n$. An ideally slow change would leave the field in the new vacuum, so $2E_2n$ is the extra work that the sudden change costs compared with the slow one.

Suppose now that the mode initially holds one particle and no antiparticle. The charge of the mode is the same operator in both descriptions, because $b^\dagger b+dd^\dagger=b'^\dagger b'+d'd'^\dagger$ are two forms of $\psi^\dagger\psi$ restricted to the mode. Hence $b'^\dagger b'-d'^\dagger d'$ keeps the value $1$. Each of the two numbers can be $0$ or $1$, so the final state has one particle and no antiparticle. The occupied state blocks pair creation in its mode.

## (d) Dependence on momentum

**Question.** Write $n$ without angles. Find the momentum at which it is largest and its value there. Obtain the limits of small and large $p$, and treat the case $m_1\to0$.

**Answer.** From $\cos\Delta=\cos\theta_1\cos\theta_2+\sin\theta_1\sin\theta_2$ and $\sin^2(\Delta/2)=(1-\cos\Delta)/2$,

$$n=\frac12\left(1-\frac{p^2+m_1m_2}{E_1E_2}\right).$$

For the maximum the tangent is more convenient:

$$\tan\Delta=\frac{p/m_2-p/m_1}{1+p^2/(m_1m_2)}=\frac{m_1-m_2}{p+m_1m_2/p}.$$

Both angles lie between $0$ and $\pi/2$, so $|\Delta|<\pi/2$. It follows that $n<1/2$ and that $n$ grows with $|\tan\Delta|$. The denominator equals $(\sqrt p-\sqrt{m_1m_2/p})^2+2\sqrt{m_1m_2}$ and is smallest at $p=\sqrt{m_1m_2}$. There $E_1^2=m_1(m_1+m_2)$ and $E_2^2=m_2(m_1+m_2)$, so

$$\cos\Delta=\frac{2m_1m_2}{\sqrt{m_1m_2}\,(m_1+m_2)}=\frac{2\sqrt{m_1m_2}}{m_1+m_2},\qquad
n_{\max}=\frac{(\sqrt{m_1}-\sqrt{m_2})^2}{2(m_1+m_2)} .$$

The denominator of $\tan\Delta$ is unchanged when $p$ is replaced by $m_1m_2/p$. Momenta related in this way have equal pair numbers.

For small $p$, $\Delta\simeq p(1/m_2-1/m_1)$. For large $p$, $\Delta\simeq(m_1-m_2)/p$. With $n\simeq\Delta^2/4$,

$$n\simeq\frac{p^2}{4}\left(\frac1{m_2}-\frac1{m_1}\right)^2\ (p\ll m_1,m_2),\qquad
n\simeq\frac{(m_2-m_1)^2}{4p^2}\ (p\gg m_1,m_2).$$

At small $p$ both Hamiltonians are dominated by $\beta m$, and at large $p$ both are dominated by $\boldsymbol\alpha\cdot\mathbf p$. In either limit the old and new eigenvectors nearly coincide.

For $m_1\to0$ at fixed $p$, $E_1\to p$ and $n\to\frac12(1-p/E_2)$. This falls steadily with $p$ and approaches $1/2$ as $p\to0$. The small-$p$ law above does not apply, since it needs $p\ll m_1$.

## (e) Numbers

**Question.** Let $M$ be the initial mass, and take $m_1=1\,M$, $m_2=4\,M$, $p=2\,M$. Evaluate the coefficients, the pair number, the energy per mode, and the probability of finding no pair in either helicity at this $\mathbf p$.

**Answer.** The energies are $E_1=\sqrt5\,M=2.236\,M$ and $E_2=\sqrt{20}\,M=4.472\,M$. The angles are $\theta_1=\arctan2=63.435^\circ$ and $\theta_2=\arctan0.5=26.565^\circ$, so $\Delta=-36.870^\circ$. Then

$$C=0.9487,\qquad sS=-0.3162\,s,\qquad n=(0.3162)^2=0.100 .$$

The form without angles agrees: $p^2+m_1m_2=8\,M^2$ and $E_1E_2=10\,M^2$ give $n=\frac12(1-0.8)=0.1$. Here $p=\sqrt{m_1m_2}$, so this is the largest value for these masses. Even a fourfold increase of the mass fills at most one mode in ten on average.

The energy above the new vacuum is $2\times4.472\,M\times0.100=0.894\,M$ per mode. The two helicities are independent factors of the state, so the probability of no pair in either is $(1-0.1)^2=0.81$.

The numerical output lists $n$ at other momenta. It is $0.0713$ at both $p=1\,M$ and $p=4\,M$, and $0.0285$ at both $0.5\,M$ and $8\,M$, as the symmetry $p\to4M^2/p$ demands. At $p=20\,M$ it is $0.005425$. The large-momentum law gives $9/1600=0.005625$, about 4% more.

## (f) Total density and a switch of finite duration

**Question.** Find how the total pair density depends on a momentum cutoff $\Lambda$. When is the sudden formula valid for a switch of duration $\tau$?

**Answer.** With $\sum_{\mathbf p}\to V\int d^3p/(2\pi)^3$ and two helicities,

$$\frac{N}{V}=2\int_0^\Lambda\frac{4\pi p^2\,dp}{(2\pi)^3}\,n(p)=\frac1{\pi^2}\int_0^\Lambda p^2n(p)\,dp .$$

At large $p$ the integrand tends to a constant, and the density grows as

$$\frac{N}{V}\simeq\frac{(m_2-m_1)^2}{4\pi^2}\Lambda .$$

For the masses of part (e) the slope is $9M^2/(4\pi^2)=0.228\,M^2$. Direct integration between $200\,M$ and $400\,M$ gives $0.2279\,M^2$. The energy density has the further factor $2E_2\simeq2p$, so its leading growth is $(m_2-m_1)^2\Lambda^2/(4\pi^2)$. Both growth laws assume an instantaneous jump, which acts on modes of arbitrarily high frequency.

If the mass changes monotonically from $m_1$ to $m_2$ within a time $\tau$, the evolution of a mode during the change differs from the identity by at most about $\tau$ times the larger of $E_1$ and $E_2$. The field is then nearly continuous across the switch if

$$(E_1+E_2)\tau\ll1 .$$

However short $\tau$ is, this condition fails once $p$ reaches the order of $1/\tau$. 
Near continuity alone does not settle the linear growth with $\Lambda$, because at large $p$ the pair amplitude, about $|\Delta|/2$, is itself small. To find its relative error, let the spinors follow the changing mass, with $\theta(t)=\arctan(p/m(t))$, and write the state as $c_+w_++c_-w_-$. Since $\dot w_-=-\frac s2\dot\theta\,w_+$, the equation of motion gives

$$\dot c_+=-iE\,c_++\frac s2\,\dot\theta\,c_- .$$

For a mode that starts with $c_-=1$ and has small $|\Delta|$, this leads to

$$|c_+|\simeq\frac12\left|\int\dot\theta(t)\,e^{2i\int^tE\,dt'}\,dt\right| .$$

During a monotonic change $\dot\theta$ keeps its sign, and the phase varies by at most $2\tau$ times the larger of $E_1$ and $E_2$. If this is small, $|c_+|\simeq|\Delta|/2$, which is the sudden result with a small relative error. The linear growth therefore holds for cutoffs well above both masses and well below $1/\tau$, a range that exists only if $\tau$ is much shorter than $1/m_1$ and $1/m_2$.

The profile $m(t)=\frac12(m_1+m_2)+\frac12(m_2-m_1)\tanh(t/\tau)$ shows the transition. Here $\tau$ sets the time scale but is not the full duration: only $\tanh 1\approx76\%$ of the change takes place between $-\tau$ and $\tau$, so the effective duration is several $\tau$. For the masses and momentum of part (e), numerical evolution gives:

- $(E_1+E_2)\tau=0.067$: $n=0.0997$
- $(E_1+E_2)\tau=0.134$: $n=0.0988$
- $(E_1+E_2)\tau=0.67$: $n=0.076$
- $(E_1+E_2)\tau=2.0$: $n=0.016$
- $(E_1+E_2)\tau=6.7$: $n=8\times10^{-6}$

Between the first two entries $\tau$ doubles, and the shortfall from $0.1$ grows from $0.0003$ to $0.0012$, about fourfold. This is consistent with a correction proportional to $\tau^2$ for this profile. In the last entry the mode follows the changing mass almost adiabatically, and hardly any pairs appear.

## (g) A change of sign

**Question.** The mass jumps from $m>0$ to $-m$. Find $n$, and explain why the principal value of $\arctan(p/m)$ must not be used.

**Answer.** The spinors of part (a) require $\cos\theta=m/E$ and $\sin\theta=p/E$ together. With $p>0$ this places $\theta$ between $0$ and $\pi$, and a negative mass has $\theta>\pi/2$. Here $\theta_2=\pi-\theta_1$, so $\Delta=\pi-2\theta_1$ and

$$n=\sin^2\left(\frac\pi2-\theta_1\right)=\cos^2\theta_1=\frac{m^2}{E^2}.$$

The principal arctangent would give $\theta_2=-\theta_1$ and the number $\sin^2\theta_1=p^2/E^2$. Its angle is too small by $\pi$. Shifting $\theta$ by $-\pi$ turns $w_+$ into $(\sin(\theta/2),-s\cos(\theta/2))=-s\,w_-$, which has negative energy. The wrong angle therefore exchanges particle states with negative-energy states and yields $1-n$.

For $m=1\,M$ and $p=0.5\,M$ the correct value is $1/1.25=0.80$, while the wrong branch gives $0.25/1.25=0.20$. The limit $p\to0$ makes the difference plain. There $h$ changes from $\beta m$ to $-\beta m$, every filled negative-energy state becomes a positive-energy state, and $n\to1$. The energies $\pm E$ are the same before and after the jump, so it is the change of the eigenvectors, and not of the energies, that creates the pairs.

## Values computed for the example and the checks

```
Unit M = initial mass; hbar = c = 1
initial mass m1 = 1.0 M
final mass m2 = 4.0 M
momentum p = 2.0 M
initial energy E1 = 2.2361 M
final energy E2 = 4.4721 M
initial angle theta1 = 63.435 degrees
final angle theta2 = 26.565 degrees
change of angle = -36.870 degrees
coefficient cos(change/2) = 0.9487 (no unit)
coefficient s sin(change/2), s=+1: -0.3162 (no unit)
coefficient s sin(change/2), s=-1: 0.3162 (no unit)
pairs per mode, Fock space = 0.100000 (no unit)
pairs per mode, formula = 0.100000 (no unit)
no-pair probability, both helicities = 0.8100
mean energy above new vacuum per mode = 0.8944 M
sudden change, p = 0.5 M: pairs per mode = 0.028505
sudden change, p = 1.0 M: pairs per mode = 0.071254
sudden change, p = 2.0 M: pairs per mode = 0.100000
sudden change, p = 4.0 M: pairs per mode = 0.071254
sudden change, p = 8.0 M: pairs per mode = 0.028505
sudden change, p = 20.0 M: pairs per mode = 0.005425
tanh switch, tau = 0.01 /M, p = 2.0 M: (E1+E2)tau = 0.067, pairs = 9.970e-02
tanh switch, tau = 0.02 /M, p = 2.0 M: (E1+E2)tau = 0.134, pairs = 9.883e-02
tanh switch, tau = 0.10 /M, p = 2.0 M: (E1+E2)tau = 0.671, pairs = 7.573e-02
tanh switch, tau = 0.30 /M, p = 2.0 M: (E1+E2)tau = 2.012, pairs = 1.570e-02
tanh switch, tau = 1.00 /M, p = 2.0 M: (E1+E2)tau = 6.708, pairs = 7.930e-06
pair density per unit cutoff, 200-400 M = 0.2279 M^2
mass flip 1 M to -1 M, p = 0.5 M: pairs = 0.8000
same flip, principal arctan (wrong) = 0.2000
```
